\section*{Climbing-Image Elastic Bands: When the Top Image Finds a Saddle}

\section{The form of the climbing force}

A band of images joins two minima of a potential energy $V$. We seek a force that drives one image up along the band and down across it. Let $g=\nabla V$ be the gradient at that image and $t$ the unit tangent of the band. The force should be linear in $g$ and introduce no new scale, so the matrix multiplying $g$ must be dimensionless. It may depend on $t$ alone, must not change when the band is traversed backwards ($t\to-t$), and must turn and reflect with the coordinates. Reflection about the line of $t$ leaves $t$ unchanged, so it must leave the matrix unchanged; the matrix therefore cannot mix $t$ with a direction normal to it. Turning the coordinates shows that its coefficients are the same for every $t$. These requirements leave
\begin{equation}
F=-(\alpha\,1+\beta\,tt^T)g .
\end{equation}
Across the band we want the ordinary force, hence $\alpha=1$. Along it we want the ordinary force reversed with unchanged size, hence $\alpha+\beta=-1$ and $\beta=-2$. The climbing force is therefore
\begin{equation}
F=-Qg,\qquad Q=1-2tt^T. \label{climb}
\end{equation}

Dimensions also fix the form of the step limit. In the update $x\to x+sF$, the step length $s$ has the dimension length$^2$/energy. For the climbing image near a stationary point, $V$ enters only through its curvatures, so the limit must be a number divided by a curvature of $V$. The number may depend on the direction of $t$ and on ratios of curvatures.

The climbing force is meant to bring the top image to a first-order saddle. That needs conditions, derived here for two coordinates with a Euclidean metric. Vectors are columns, and $V$ is twice continuously differentiable. The algebra is in atomic units; numbers are in eV and \AA.

\section{What convergence proves}

Since $t^Tt=1$,
\begin{equation}
Q^2=1-4tt^T+4t(t^Tt)t^T=1 .
\end{equation}
As $Q$ is also symmetric, $Q^TQ=1$ and $|F|=|g|$. The climbing force vanishes if and only if the gradient vanishes. A small climbing force thus proves a nearly stationary point, but it does not distinguish a saddle from a minimum or a maximum. That distinction comes from stability.

Let $x_0$ be a stationary point with Hessian $H$, $\det H\neq0$, and let $t_0$ be the tangent there in the converged band. Displace the climbing image by $\delta$ and the neighbours by small amounts. Then $g=H\delta+o(|\delta|)$. If the tangent is continuous, $Q=Q_0+o(1)$, and
\begin{equation}
F=-[Q_0+o(1)][H\delta+o(|\delta|)]=-M\delta+o(|\delta|),\quad M=Q_0H. \label{lin}
\end{equation}
A change of tangent multiplies a gradient that is already small. The neighbours therefore drop out at first order, although they determine $t_0$.

For small steps, $\dot\delta=-M\delta$ decays if both eigenvalues of $M$ have positive real parts. For a real $2\times2$ matrix this is equivalent to positive trace and determinant. Two real eigenvalues are both positive exactly when their product and sum are; a complex pair has positive product $|m|^2$ and sum $2\,\mathrm{Re}\,m$.

Because $Qt=-t$, while a vector normal to $t$ is unchanged, $\det Q=-1$. Hence
\begin{equation}
\det M=-\det H,\qquad \mathrm{tr}\,M=\mathrm{tr}\,H-2t^THt . \label{trdet}
\end{equation}
At a minimum or maximum $\det H>0$, so $\det M<0$: one eigenvalue of $M$ is negative and the point repels. Attraction requires $\det H<0$, which in two dimensions means a first-order saddle.

At such a saddle let $u$ and $v$ be unit eigenvectors of $H$ with eigenvalues $-a$ and $b$, where $a,b>0$. Write $t=u\cos\theta+v\sin\theta$, choosing signs so that $0\le\theta\le90^\circ$. Then
\begin{align}
t^THt&=-a\cos^2\theta+b\sin^2\theta,\\
\mathrm{tr}\,M&=b-a+2a\cos^2\theta-2b\sin^2\theta\nonumber\\
&=(a+b)\cos2\theta,\qquad \det M=ab. \label{angle}
\end{align}
The saddle attracts linearly if and only if $\theta<45^\circ$. At $45^\circ$ the eigenvalues are imaginary. The linear theory then decides nothing for continuous motion, but a finite step $s$ multiplies each eigencomponent by $1-sm$, of modulus $\sqrt{1+s^2ab}>1$, so the image moves away.

\section{Step length and optimizer}

The eigenvalues follow from Eq.~(\ref{angle}):
\begin{equation}
m_\pm=\tfrac12(a+b)\cos2\theta\pm
\sqrt{\tfrac14(a+b)^2\cos^22\theta-ab}. \label{rates}
\end{equation}
For $\theta=0$ they are $a$ and $b$, and the image approaches the saddle as if it were a minimum with these curvatures. When $0<(a+b)\cos2\theta<2\sqrt{ab}$ they are complex and the image spirals inward.

One finite step multiplies an eigencomponent by $1-sm$. Decay requires
\begin{equation}
|1-sm|^2=1-2s\,\mathrm{Re}\,m+s^2|m|^2<1,
\end{equation}
and therefore, for both eigenvalues,
\begin{equation}
0<s<\frac{2\,\mathrm{Re}\,m}{|m|^2}. \label{step}
\end{equation}
For real eigenvalues the limit is $2/m_+$. In the spiral regime $|m|^2=ab$, so it becomes $(a+b)\cos2\theta/(ab)$, which shrinks to zero as $\theta\to45^\circ$. Circling alone is no fault: for $a=b$ it occurs at every angle between $0$ and $45^\circ$. Near $45^\circ$, however, the limit is small, and a better tangent raises it.

The choice of optimizer is also restricted. The force derivative $-M$ is symmetric only if $QH=HQ$, that is, if $t$ is an eigenvector of $H$. Otherwise $F$ is not the negative gradient of any function near the saddle. An optimizer should work from forces and should not demand that the energy fall at each step.

\section{The rest of the band}

Let $r_i$ be the image positions and $V_i$ their energies. An ordinary image feels
\begin{equation}
F_i=-(1-t_it_i^T)g_i+k\bigl(|r_{i+1}-r_i|-|r_i-r_{i-1}|\bigr)t_i. \label{ordinary}
\end{equation}
The projection lets it relax across the band, and the spring, of constant $k$, controls its place along the band. At convergence the two terms vanish separately because they are perpendicular. Adjacent segments around an ordinary image are then equal. The climbing image has no spring force, so the spacings on its two sides may differ.

On a slope, $t_i$ lies along the segment that joins image $i$ to its neighbour of higher energy. On both sides of the top it is directed towards increasing $i$, as the sign of the spring term requires. To see why, take a straight path with slope $p>0$ towards image $i+1$, curvature $h>0$ across it, and spacing $d$. Let the images have small sideways displacements $q_i$. The uphill segment tilts the tangent by $(q_{i+1}-q_i)/d$, and the normal turns with it. The sideways force is then, to first order,
\begin{equation}
F_{i,\perp}=-hq_i+\frac pd(q_{i+1}-q_i)
=-\left(h+\frac pd\right)q_i+\frac pd q_{i+1}. \label{kink}
\end{equation}
The slope adds to the restoring force. With the downhill segment the tilt is $(q_i-q_{i-1})/d$, and the coefficient of $q_i$ becomes $-(h-p/d)$. It changes sign when $p/d>h$. The neighbour term is now $-(p/d)q_{i-1}$, so a zigzag $q_i\propto(-1)^i$ has the coefficient $-(h-2p/d)$ and starts to grow already when $p/d>h/2$. With fixed ends and $h/2<p/d<h$ this growth is transient in the linear theory, but it increases rapidly with the number of images. A dense band can therefore kink.

At a top image both neighbours lie lower. With $\Delta_\pm=V_i-V_{i\pm1}>0$, the tangent is the normalized vector
\begin{equation}
t_i\propto \Delta_-(r_{i+1}-r_i)+\Delta_+(r_i-r_{i-1}). \label{tangent}
\end{equation}
The higher neighbour receives the larger weight. If $\Delta_+\to0$, only the segment to image $i+1$ remains, which matches the rule for a slope. The tangent is therefore continuous, as Eq.~(\ref{lin}) requires, provided the sum does not vanish.

The springs set another step limit. On a straight band, displacements $z_i$ along it feel $k(z_{i+1}-2z_i+z_{i-1})$. With fixed ends the sine modes have decay rates $4k\sin^2(\phi/2)<4k$, where $\phi$ is the phase advance per image. Hence $s\le1/(2k)$ suffices for these modes. Equation~(\ref{kink}) adds a sideways limit. One step maps $q_i$ to $[1-s(h+p/d)]q_i+s(p/d)q_{i+1}$. With fixed ends the linear displacements decay eventually if $s<2/(h+p/d)$, but a zigzag feels $h+2p/d$ and can first grow by a large factor on a long band. The largest $|q_i|$ cannot grow if $|1-s(h+p/d)|+sp/d\le1$, that is, if $s\le2/(h+2p/d)$, and this is the safer sideways limit. Adding images can therefore force a shorter step even when $k$ is unchanged.

\section{A model defect surface}

Consider a bistable interface defect with two bonding configurations. Coordinate $x$ is the displacement of the switching atom, and $y$ is the relaxation of the oxide network. The parameters are round model values and describe no particular defect. In a first-principles calculation, electronic-structure energies and forces take the place of this surface.

Each configuration $j=A,B$ has a harmonic energy $E_j$ with diagonal stiffness matrix $K_j$, and a constant $c$ couples them. The lower eigenvalue of the two-state matrix is
\begin{equation}
V=\tfrac12(E_A+E_B-S),\quad D=E_A-E_B,\quad S=\sqrt{D^2+4c^2}. \label{surface}
\end{equation}
Since $\nabla S=(D/S)\nabla D$,
\begin{equation}
\nabla V=w_A\nabla E_A+w_B\nabla E_B,\quad
w_A=\tfrac12(1-D/S),\quad w_B=1-w_A. \label{grad}
\end{equation}
For the second derivative we need
\begin{equation}
\nabla\frac DS=\frac{\nabla D}{S}-\frac{D^2\nabla D}{S^3}
=\frac{4c^2}{S^3}\nabla D .
\end{equation}
Thus $\nabla w_A=-(2c^2/S^3)\nabla D=-\nabla w_B$. Differentiating Eq.~(\ref{grad}) gives
\begin{equation}
H=w_AK_A+w_BK_B-\frac{2c^2}{S^3}\nabla D(\nabla D)^T. \label{hess}
\end{equation}
The last term can make one curvature negative. At $D=0$ its prefactor is $1/(4c)$: weak coupling makes a sharp ridge, which asks for a short step.

Configuration $A$ is centred at $(0,0)$ with stiffnesses $(4,12)$ eV/\AA$^2$. Configuration $B$ is centred at $(1.2,0.5)$ \AA{} with stiffnesses $(8,5)$ eV/\AA$^2$ and lies 0.2 eV higher before coupling. The coupling is $c=0.5$ eV. The numerical output below gives the relaxed endpoints and the final nine-image band.

\section{Reading the converged saddle}

The top image stops at $(0.7564,0.1311)$ \AA. There
\begin{align}
E_A&=2(0.7564)^2+6(0.1311)^2=1.247\ \mathrm{eV},\\
E_B&=4(0.4436)^2+2.5(0.3689)^2+0.2=1.327\ \mathrm{eV}.
\end{align}
Thus $D=-0.080$ eV, $S=1.003$ eV and $V=\frac12(1.247+1.327-1.003)=0.786$ eV. Minimum $A$ lies at $-0.038$ eV, so the forward barrier is $0.786+0.038=0.824$ eV, or 0.0303 hartree. From minimum $B$, at 0.140 eV, it is 0.646 eV. These are classical potential-energy differences, without zero-point motion, tunnelling or entropy.

The weights are $w_A=0.540$ and $w_B=0.460$. The gradients of $E_A$ and $E_B$ are $(3.026,1.573)$ and $(-3.548,-1.845)$ eV/\AA, and their weighted sum vanishes within the rounding of the weights. Their difference is $\nabla D=(6.574,3.418)$ eV/\AA. With $2c^2/S^3=0.495$ eV$^{-1}$, Eq.~(\ref{hess}) gives
\begin{equation}
H=\begin{pmatrix}-15.56&-11.13\\-11.13&2.99\end{pmatrix}
\ \mathrm{eV/\AA^2}.
\end{equation}
Its eigenvalues are $-20.77$ and $8.20$ eV/\AA$^2$. One negative and one positive curvature make this a first-order saddle. Second differences of the diagonalized two-state energy confirm both values.

The tangent is $0.39^\circ$ from the unstable mode, far inside the $45^\circ$ limit. The eigenvalues of $M$, $20.77$ and $8.21$ eV/\AA$^2$, are therefore close to $a$ and $b$. The climbing step limit is $2/20.77=0.096$ \AA$^2$/eV. The spring constant, 10 eV/\AA$^2$, gives the stricter value $1/(2\times10)=0.05$ \AA$^2$/eV. The sideways limit $2/(h+2p/d)$, evaluated at the ordinary images, is at least about 0.06 \AA$^2$/eV. The step used, 0.02 \AA$^2$/eV, satisfies all three. It multiplies the two error components of the climbing image by $1-0.02\times20.77=0.58$ and $1-0.02\times8.21=0.84$ per step.

The stability rule was tested in motion with the tangent held fixed. Over the same number of small steps, an initial displacement from the saddle shrank to 0.011 of its size for a tangent at $40^\circ$ and grew 240-fold at $50^\circ$. Near minimum $A$ it grew 2100-fold. With the band's own tangent, displacements decayed at 0.95 of the step limit and grew at 1.05, where the stiff component is multiplied by about $-0.9$ and $-1.1$ per step.

\section{What climbing corrects}

An ordinary band has no reason to place an image at the saddle. If its top image misses by a distance $\ell$ along the unstable mode, then to second order
\begin{equation}
V_{\rm top}-V_{\rm saddle}\simeq-\tfrac12a\ell^2. \label{miss}
\end{equation}
The final band has five segments of 0.152 \AA{} before the saddle and three of 0.188 \AA{} after it. Its length is about 1.324 \AA, with the saddle 0.759 \AA{} from minimum $A$. Eight equal segments would each measure 0.165 \AA, placing the fifth interior image at 0.827 \AA. Thus $\ell\simeq0.069$ \AA, and Eq.~(\ref{miss}) predicts $-0.049$ eV. The ordinary nine-image band gives $-0.047$ eV, an error of 6\% relative to the forward barrier.

With seven and thirteen images the errors are $-0.084$ and $-0.002$ eV. The small last value reflects a favourable placement as well as closer spacing: the same construction puts an image only 0.013 \AA{} from the saddle. With climbing switched on, all three bands reach the same saddle. More images mainly improve the path and its tangent; they are not needed to place the top image once climbing converges.

\section{Guidance for use}

\begin{enumerate}
\item Relax both endpoints, interpolate, and relax an ordinary band until its highest interior image and its tangent are settled. Then let that image climb. Early climbing may start with a tangent outside the $45^\circ$ range.
\item Choose $s$ well below the climbing, spring and sideways limits. They are separate estimates, and the limit for a whole curved band can be lower than each of them. If the climbing image alternates from side to side, shorten the step. If it spirals outward, shorten the step; if that does not help, add images near the top to improve the tangent.
\item Converge the forces on all images. The climbing image can be almost stationary while its neighbours, and hence $t$, are still moving.
\item Judge the residual gradient $g$ by its effect. Near the saddle $\delta\simeq H^{-1}g$, so the energy error is $\frac12g^TH^{-1}g$, of magnitude at most $|g|^2/[2\min(a,b)]$. A soft mode therefore needs a tighter force threshold.
\item Diagonalize $H$ at the final point, then descend from both sides along the unstable mode. In the example the descents reach minima $A$ and $B$.
\end{enumerate}

These checks do not show that the pass is the lowest. On a small surface that can be tested by raising an energy level until the two basins connect. On a grid of spacing 0.005 \AA{} this happens at 0.7857 eV, against 0.7858 eV at the saddle; the difference is within the grid tolerance of 0.0007 eV. For a real defect with many coordinates, other starting paths must be tried. A path with several humps needs a separate search for each relevant saddle.

Two further points matter in applications. Rescaling the coordinates, for example by atomic masses, preserves the number of negative curvatures but can change angles, so the $45^\circ$ rule, derived here for two coordinates, refers to the metric in which the band is run. In more than two dimensions, $\det M>0$ shows only that $H$ has an odd number of negative eigenvalues, but linear attraction still requires exactly one. To see this, let $h_i$ be the eigenvalues of $H$ and $t_i$ the components of $t$ along its eigenvectors. Then
\begin{equation}
\det(\lambda-M)=\prod_i(\lambda-h_i)\left[1+2\sum_i\frac{t_i^2h_i}{\lambda-h_i}\right].
\end{equation}
Between two adjacent negative $h_i$ the bracket is continuous and runs from $-\infty$ to $+\infty$, so $M$ has a negative eigenvalue there and the point repels. If the two coincide, or if $t_i$ vanishes for one of them, a negative $h_i$ is itself an eigenvalue of $M$. The Hessian check remains useful, because a symmetric starting path can stop at a point that repels. If $\det H=0$, $M$ has a zero eigenvalue. The linear analysis then cannot prove attraction, although another eigenvalue may still prove repulsion.

\section*{Calculated quantities}
\begin{verbatim}
Centre A x, y (A): 0.0 0.0
Centre B x, y (A): 1.2 0.5
Stiffness A x, y (eV/A^2): 4.0 12.0
Stiffness B x, y (eV/A^2): 8.0 5.0
Offset of B, coupling (eV): 0.2 0.5
Band spring (eV/A^2): 10.0
Step length (A^2/eV): 0.02
Minimum A x, y (A): 0.01410 0.00124
Minimum B x, y (A): 1.19112 0.48273
Energies of minima A, B (eV): -0.03814 0.14002
Steps, ordinary then climbing: 245 240
Climbing image index (from 0): 5
Final band: index, x (A), y (A), V - V_A (eV)
  0 0.01410 0.00124 0.00000
  1 0.16574 0.00599 0.04411
  2 0.31694 0.01844 0.17464
  3 0.46684 0.04188 0.38562
  4 0.61395 0.07897 0.65134
  5 0.75644 0.13107 0.82392
  6 0.91926 0.22568 0.57066
  7 1.07001 0.33854 0.27954
  8 1.19112 0.48273 0.17816
Ordinary top minus saddle, 7 images (eV): -0.08367
Ordinary top minus saddle, 9 images (eV): -0.04667
Ordinary top minus saddle, 13 images (eV): -0.00222
Saddle x, y (A): 0.756439 0.131075
Saddle energy (eV): 0.785779
Grid-flood pass energy (eV): 0.785747
Grid spacing (A): 0.005
Grid tolerance (eV): 0.000724
Barrier A to B (eV): 0.823919
Barrier A to B (hartree): 0.030278
Barrier B to A (eV): 0.645757
Gradient norm at saddle (eV/A): 1.9e-15
Saddle curvatures (eV/A^2): -20.7743 8.2034
Tangent-to-mode angle (degrees): 0.387
Climbing-matrix eigenvalues (eV/A^2): 20.7699 8.2051
Largest neighbour coupling (eV/A^2): 1.3e-14
Step bound (A^2/eV): 0.09629
Linear prediction relative error: 1.3e-05
Displacement ratio, 40 degrees: 1.124e-02
Displacement ratio, 50 degrees: 2.402e+02
Displacement ratio at minimum A: 2.091e+03
Ratio at 0.95 of step bound: 2.160e-04
Ratio at 1.05 of step bound: 2.020e+03
Random Hessians, attracting cases: 2000 682
\end{verbatim}
